\section*{Mason's Unilateral Gain Under Lossless Reciprocal Embedding}

\section{What is conserved}

\textbf{Q.} You rate radio-frequency transistors by Mason's unilateral gain. The gain I measure can change when I add a bond wire. Why should this one be different?

\textbf{A.} Let me fix the definition first. At one frequency and one bias point the device is a linear two-port $V=ZI$, with peak phasors and currents flowing into the ports. Write $Z_{ab}=R_{ab}+\mathrm{j}X_{ab}$ and
\begin{equation}
U=\frac{N}{D},\quad N=|Z_{21}-Z_{12}|^2,\quad D=4(R_{11}R_{22}-R_{12}R_{21}),
\end{equation}
with $N$ and $D$ nonzero. A bond wire, taken as lossless, is part of a linear four-port: two of its ports meet the device and two face outward. Primes denote outer quantities, with $V'=Z'I'$. The claim is $U'=U$ if the four-port is lossless and reciprocal, and if two independent outer excitations produce two independent device-current vectors.

\textbf{Q.} Four-ports come in endless variety. Do you treat them one by one?

\textbf{A.} No, two conservation laws suffice. Take two states $a$ and $b$ of the whole circuit. The currents entering the four-port at its inner ports are $-I$, so reciprocity, $\sum(V_aI_b-V_bI_a)=0$ over all four ports, reads
\begin{equation}
V_a'^{T}I_b'-V_b'^{T}I_a'=V_a^{T}I_b-V_b^{T}I_a .
\end{equation}
Since $V_a^TI_b=I_a^TZ^TI_b$ and $V_b^TI_a=I_a^TV_b=I_a^TZI_b$, the right side is $I_a^T(Z^T-Z)I_b$. Put the two device currents into the columns of a matrix $J$ and the outer currents into $J'$. Then
\begin{equation}
J'^T(Z'^T-Z')J'=J^T(Z^T-Z)J. \label{rec}
\end{equation}
The matrix $Z^T-Z$ has zero diagonal and off-diagonal entries $\pm(Z_{21}-Z_{12})$, so its determinant is $(Z_{21}-Z_{12})^2$. The modulus of the determinant of (\ref{rec}) is
\begin{equation}
N'|\det J'|^2=N|\det J|^2. \label{N}
\end{equation}

\textbf{Q.} That uses reciprocity. Where does losslessness enter?

\textbf{A.} The power absorbed by the device is $\tfrac12\mathrm{Re}(I^\dagger V)=\tfrac14I^\dagger HI$, with $H=Z+Z^\dagger$. A lossless four-port passes it on unchanged for every superposition $I=Jc$, $I'=J'c$:
\begin{equation}
c^\dagger(J'^\dagger H'J'-J^\dagger HJ)c=0\quad\text{for all }c .
\end{equation}
A Hermitian matrix whose quadratic form vanishes for all $c$ has only zero eigenvalues, so it is zero. Taking determinants,
\begin{equation}
\det H'\,|\det J'|^2=\det H\,|\det J|^2. \label{H}
\end{equation}
Dividing (\ref{H}) by (\ref{N}) shows that $\det H/N$ is invariant.

\textbf{Q.} But $\det H$ is not your $D$.

\textbf{A.} They are related by
\begin{align}
\det H&=4R_{11}R_{22}-|Z_{12}+Z_{21}^*|^2,\\
|Z_{12}+Z_{21}^*|^2&=(R_{12}+R_{21})^2+(X_{12}-X_{21})^2=N+4R_{12}R_{21},
\end{align}
because $N=(R_{12}-R_{21})^2+(X_{12}-X_{21})^2$. Hence
\begin{equation}
\det H=D-N,\qquad \frac{\det H}{N}=\frac1U-1, \label{key}
\end{equation}
and $U'=U$.

\textbf{Q.} Are all the conditions needed?

\textbf{A.} Yes. Put a resistor $r$ in series with port 1: $N$ stays and $D$ grows by $4rR_{22}$, so $U$ changes if $R_{22}\neq0$. Next add a lossless but nonreciprocal series gyrator, $Z_{12}\to Z_{12}+g$ and $Z_{21}\to Z_{21}-g$ with $g$ real: $H$ stays while $N$ in general changes. Finally, if the device currents are dependent, $\det J=0$ while $\det J'\neq0$. Then $N'=0$ and $\det H'=0$, so $D'=0$ and $U'$ is $0/0$. Disconnecting a device port does this.

\section{What the number means}

\textbf{Q.} An invariant need not be useful. Why call it a gain?

\textbf{A.} Because for $U>1$ some lossless reciprocal embedding turns the device into
\begin{equation}
Z_t=\begin{pmatrix}R_0&0\\-2\sqrt U\,R_0&R_0\end{pmatrix}, \label{uni}
\end{equation}
which has no reverse transfer. Match both ports. An input current $I_1$ carries power $\tfrac12R_0|I_1|^2$, and the output, a source $Z_{21}I_1$ behind $R_0$, delivers $|Z_{21}I_1|^2/(8R_0)$. The ratio is $|Z_{21}|^2/(4R_0^2)=U$.

\textbf{Q.} You assume that such an embedding exists.

\textbf{A.} It can be constructed. For port states $x=(V_x,I_x)$ define
\begin{equation}
\omega(x,y)=V_x^TI_y-I_x^TV_y,\qquad \sigma(V,I)=(-V^*,I^*).
\end{equation}
Then $-\omega(\sigma x,y)=V_x^\dagger I_y+I_x^\dagger V_y$, which for $x=y$ is four times the power. A linear map $T$ from inner to outer states that preserves $\omega$ and commutes with $\sigma$ is therefore reciprocal and lossless.

The device states are combinations of the columns of $M=\binom{Z}{1}$. Together with $\sigma M=\binom{-Z^*}{1}$ they span all port states, since the determinant of the four columns is $\det(Z+Z^*)=D\ne0$. With $M_t=\binom{Z_t}{1}$, set
\begin{equation}
TM=M_tQ,\qquad T\,\sigma M=\sigma(M_tQ).
\end{equation}
This $T$ commutes with $\sigma$. On these columns $\omega(M,M)=Z^T-Z$, $\omega(\sigma M,M)=-H$ and $\omega(\sigma x,\sigma y)=-\omega(x,y)^*$. So $\omega$ is preserved if
\begin{equation}
Q^\dagger H_tQ=H,\qquad Q^T(Z_t^T-Z_t)Q=Z^T-Z. \label{Q}
\end{equation}

\textbf{Q.} Can both equations be solved?

\textbf{A.} By (\ref{key}), $U>1$ makes $\det H$ and $\det H_t$ negative, so each matrix has one eigenvalue of each sign. Hence $H=B^\dagger sB$ and $H_t=B_t^\dagger sB_t$ with $s=\mathrm{diag}(-1,1)$, and $Q=e^{\mathrm{j}\varphi}B_t^{-1}B$ solves the first equation for any real $\varphi$. The second reduces to
\begin{equation}
\det Q\,(Z_{t,21}-Z_{t,12})=Z_{21}-Z_{12}.
\end{equation}
The moduli agree because $|\det Q|^2=\det H/\det H_t=N/N_t$ for equal $U$. The phase is set by $\varphi$, which enters $\det Q$ as $e^{2\mathrm{j}\varphi}$.

\textbf{Q.} Is $T$ a circuit, or just algebra?

\textbf{A.} At one frequency it is a circuit. Losslessness makes total outgoing wave power equal total incoming wave power, so the four-port has a unitary scattering matrix $S$, and reciprocity makes it symmetric. Write $S=A+\mathrm{j}B$ with real symmetric $A,B$. The imaginary part of $SS^*=1$ gives $BA=AB$, so one real orthogonal matrix diagonalizes both. Ideal transformers realize that matrix, and a pure reactance terminates each of the four resulting channels. Nothing is claimed about bandwidth.

\textbf{Q.} What happens at $U=1$?

\textbf{A.} Let $R_{11}>0$. Then $H$ is positive definite, and the device absorbs power for every nonzero current, if and only if $\det H>0$, which by (\ref{key}) means $0<U<1$. For $U>1$ or $U<0$ some currents extract net power. A negative $U$ is thus activity too, but not a matched gain: the same construction then leads to a unilateral device with port resistances $R_0$ and $-R_0$.

Activity with $U>1$ permits oscillation. Connect the ports of (\ref{uni}) in series, with transformer isolation if needed, so that $I_1=I_2$. The resistance seen is the sum of all entries,
\begin{equation}
R_{\rm series}=-2R_0(\sqrt U-1), \label{neg}
\end{equation}
and a load of the opposite value sustains an oscillation. The negative resistance vanishes at $U=1$.

\section{Is it the largest gain?}

\textbf{Q.} Then $U$ must be the most a stable amplifier can give.

\textbf{A.} No, feedback can give more. Take $R_{11},R_{22}>0$, $Z_{12},Z_{21}\neq0$ and $t=I_2/I_1$. In units of $\tfrac12|I_1|^2$ the input power is $P_{\rm in}=R_{11}+\mathrm{Re}(Z_{12}t)$ and the output power is $P_{\rm out}=-R_{22}|t|^2-\mathrm{Re}(t^*Z_{21})$. Since $\mathrm{Re}(Z_{12}t)=\mathrm{Re}(Z_{12}^*t^*)$,
\begin{equation}
P_{\rm out}-GP_{\rm in}=-R_{22}|t|^2-\mathrm{Re}\,[t^*(Z_{21}+GZ_{12}^*)]-GR_{11}.
\end{equation}
The maximum over $t$ is $|Z_{21}+GZ_{12}^*|^2/(4R_{22})-GR_{11}$. It vanishes when
\begin{equation}
|Z_{21}+GZ_{12}^*|^2=4GR_{11}R_{22}. \label{G}
\end{equation}
Expanding the square gives
\begin{gather}
G^2|Z_{12}|^2-2GK|Z_{12}Z_{21}|+|Z_{21}|^2=0,\\
K=\frac{2R_{11}R_{22}-\mathrm{Re}(Z_{12}Z_{21})}{|Z_{12}Z_{21}|}.
\end{gather}
For $K>1$ there are two positive roots, and between them $P_{\rm out}<GP_{\rm in}$ for every $t$. This excludes $P_{\rm out}\ge0$ with $P_{\rm in}\le0$, so no passive load makes the input resistance negative. It also excludes gains above the smaller root,
\begin{equation}
G=\left|\frac{Z_{21}}{Z_{12}}\right|\left(K-\sqrt{K^2-1}\right).
\end{equation}
This root is reached: the maximum falls through zero there with slope $-P_{\rm in}$, so $P_{\rm in}>0$, and the source can be matched.

\textbf{Q.} How does this gain compare with $U$?

\textbf{A.} Use $4R_{12}R_{21}=2\mathrm{Re}(Z_{12}Z_{21})+2\mathrm{Re}(Z_{12}^*Z_{21})$ together with (\ref{G}):
\begin{equation}
GD=|Z_{21}|^2+G^2|Z_{12}|^2-2G\,\mathrm{Re}(Z_{12}^*Z_{21})=|Z_{21}-GZ_{12}|^2 .
\end{equation}
With $w=GZ_{12}/Z_{21}$, where $|w|=K-\sqrt{K^2-1}<1$,
\begin{equation}
\sqrt{\frac UG}=\left|\frac{1-w/G}{1-w}\right|=\left|\frac1G+\Bigl(1-\frac1G\Bigr)\frac1{1-w}\right|. \label{w}
\end{equation}
Because $|1-w|^2<2(1-\mathrm{Re}\,w)$, the real part of $1/(1-w)$ exceeds $\tfrac12$. For $G>1$ this gives $\sqrt{U/G}>\tfrac12(1+1/G)$, or $G-2\sqrt{UG}+1<0$. Adding $U-1$ to both sides gives $(\sqrt G-\sqrt U)^2<U-1$, so
\begin{equation}
G<\left(\sqrt U+\sqrt{U-1}\right)^2\qquad(U>1). \label{ceil}
\end{equation}
For $G\le1$ the bound holds trivially. The ceiling belongs to the case $K>1$; it does not limit an amplifier with $K<1$ that is stable only for selected terminations. At large $U$ the ceiling approaches $4U-2$. The case $w=0$ returns $G=U$.

\section{A transistor model}

\textbf{Q.} Show me numbers.

\textbf{A.} Take a field-effect transistor model with round parameters: transconductance $g_m=100$ mS, output conductance $g_{ds}=5$ mS, $C_{gs}=300$ fF, $C_{gd}=C_{ds}=40$ fF and channel resistance $R_i=1\,\Omega$ in series with $C_{gs}$. With $s=\mathrm{j}2\pi f$ and $F=1/(1+sR_iC_{gs})$,
\begin{equation}
Y=\begin{pmatrix}sC_{gs}F+sC_{gd}&-sC_{gd}\\ g_mF-sC_{gd}&g_{ds}+s(C_{ds}+C_{gd})\end{pmatrix}.
\end{equation}
To $Y^{-1}$ add the gate, source and drain resistances $R_g=2\,\Omega$, $R_s=0.5\,\Omega$, $R_d=1\,\Omega$: $R_g+R_s$ and $R_d+R_s$ on the diagonal, $R_s$ off it. At 10 GHz, in ohms,
\begin{equation}
Z=\begin{pmatrix}12.153-16.432\mathrm{j}&7.034-1.717\mathrm{j}\\80.207+256.892\mathrm{j}&56.781-15.509\mathrm{j}\end{pmatrix}.
\end{equation}
Thus $D=4(690.1-564.2)\approx503.6\,\Omega^2$, $N=72232\,\Omega^2$ and $U=143.4$, or 21.57 dB. The subtraction in $D$ warns the experimenter: a 1\% error in $R_{11}R_{22}$ alone shifts $D$ by about 5.5\%.

For this device, with $R_0=50\,\Omega$, (\ref{neg}) gives $-100(11.977-1)\approx-1098\,\Omega$. To exceed $U$, choose $w=-0.9$, so $K=(0.9+1/0.9)/2=1.0056$. Equation (\ref{w}) becomes $G-1.9\sqrt{UG}+0.9=0$, whose larger root is $G=516$, or 27.1 dB. A target with these values is $Z_{11}=Z_{22}=R_0$, $Z_{21}=-\mathrm{j}z$ and $Z_{12}=0.9\,\mathrm{j}z/G$, where $z=2R_0\sqrt G/1.9$ follows from (\ref{G}). The construction of $T$ applies to it as well, since it has the same $U$. The ceiling (\ref{ceil}) is 572, or 27.6 dB.

\textbf{Q.} And my bond wire?

\textbf{A.} Add 50 pH at gate and drain, 10 pH in the source lead, and then a 50 fF pad across each port. At 10 GHz $U$ stays at 21.57 dB, while $K$ moves from 0.19 to 0.28 and $|Z_{21}/Z_{12}|$ from 15.70 to 15.79 dB. (This ratio is the value of $G$ at $K=1$, a power gain, so its decibels are $10\log_{10}|Z_{21}/Z_{12}|$.) Using the bare device in common gate, which only rewires its terminals, again leaves $U$ at 21.57 dB, but $K$ is 0.89 and $|Z_{21}/Z_{12}|$ is 12.57 dB.

The short-circuit current gain is $|Z_{21}/Z_{22}|$, from setting $V_2=0$. Extrapolated from 5 GHz as $1/f$, it reaches unity at $f_T=45.7$ GHz for the bare device and 39.9 GHz for the packaged one. The frequency $f_{\max}$ where $U=1$, found by a numerical root search, is 104.6 GHz for both.

\textbf{Q.} So I can forget parasitics when I quote $f_{\max}$?

\textbf{A.} Only lossless ones outside the device. With $10\,\Omega$ in series with each pad capacitance, $f_{\max}$ drops to 75.3 GHz. Nor does the theorem protect against a change of $C_{gd}$, which lies inside $R_g$ and $R_d$: these resistors then embed a different inner device, and that embedding is lossy. Only with both resistances zero does $C_{gd}$ become outside wiring that leaves $U$ unchanged.

\textbf{Q.} At least loss always lowers $U$.

\textbf{A.} Not here. An extra resistance $r$ in the source lead adds $r$ to all four entries of $Z$. $N$ is unchanged, the $r^2$ terms in $D$ cancel, and
\begin{equation}
\Delta D=4r(R_{11}+R_{22}-R_{12}-R_{21}).
\end{equation}
For $r=1\,\Omega$ at 10 GHz this is $4(-18.31)=-73.2\,\Omega^2$, so $U$ rises to $72232/430.34\approx167.8$. Yet $f_{\max}$ falls to 102.9 GHz. It could not have risen if the device is passive above its original $f_{\max}$, because a passive device in a passive network remains passive. In this model, sampled at 300 frequencies from 5 to 400 GHz, $H$ is positive definite at every point above $f_{\max}$ and at none below.

\textbf{Q.} May I measure at 10 GHz and extrapolate?

\textbf{A.} As an estimate. If $U\propto1/f^2$, then $f_{\max}=f\sqrt U$, which gives 119.8 GHz, about 15\% above the root of $U=1$ in the same model. The assumed slope does not hold over the whole interval. The size and sign of this gap belong to the model, which has no transit delay and is used here well above $f_T$. A delay factor $e^{-s\tau}$ on $g_m$ moves the root to about 113 GHz for $\tau=1$ ps and about 143 GHz for $\tau=2$ ps, while the extrapolated value stays near 121 to 122 GHz.

\textbf{Q.} Would you choose a wide-gap power transistor by $f_{\max}$ alone?

\textbf{A.} No. $U$ describes the small-signal device at a stated bias and frequency, independently of lossless reciprocal wiring outside it. Its value does not rank activity across all signs: with $R_{11}>0$, a device with $U<0$ is active, while one with $0<U<1$ is passive. Output power, efficiency and voltage limits depend on large-signal behaviour, which $Z$ does not contain.

Numerical values quoted here were computed with a short program.
